# Alignment tensors from residual couplings by singular value decomposition

## The decision: report a tensor, or measure more

A set of residual dipolar couplings and a trial structure are at hand, and the fit reproduces every coupling. Before the alignment tensor is used to predict further couplings or to orient the molecule, one must decide whether the data determine it. A small misfit does not settle this. In an example below, six couplings are fitted to rounding error, yet the tensor predicts a seventh as $-1.3$ Hz when its true value is $-40.0$ Hz. The decision rests on the singular values of a matrix built from the bond directions alone. Its rank, and the errors of the tensor for a given coupling error, are known before any coupling is measured; whether those errors are acceptable depends on the size of the tensor. These errors take the bond directions as exact; errors of the trial structure add to them.

Parallel vectors count once toward the rank, and coplanar vectors count at most three times. Adding a vector to a set never lowers its rank, but five distinct, non-coplanar axes do not guarantee full rank. The general criterion is derived below.

## From splitting to tensor

Let $\mathbf r$ be the unit vector between two coupled spins at distance $r$, and $\theta$ its angle to the magnetic field. With dimensionless spin operators, the dipolar Hamiltonian in frequency units is

$$\frac{H_{dd}}{h}=b_d\left[\mathbf I_1\cdot\mathbf I_2-3(\mathbf I_1\cdot\mathbf r)(\mathbf I_2\cdot\mathbf r)\right],\qquad b_d=\frac{\mu_0\gamma_1\gamma_2\hbar}{8\pi^2r^3}.$$

For unlike spins whose Larmor frequencies differ by much more than the couplings, only the part commuting with both $I_{1z}$ and $I_{2z}$ acts at first order. It is $b_d(1-3\cos^2\theta)I_{1z}I_{2z}$. With $P_2(x)=(3x^2-1)/2$ this equals $D\,I_{1z}I_{2z}$, where

$$D=D_{\max}P_2(\cos\theta),\qquad D_{\max}=-2b_d=-\frac{\mu_0\gamma_1\gamma_2\hbar}{4\pi^2r^3}.$$

The scalar coupling adds $J\,I_{1z}I_{2z}$. With the Zeeman term $-\nu_1I_{1z}-\nu_2I_{2z}$, flipping spin 1 from $+\tfrac12$ to $-\tfrac12$ costs $\nu_1-(J+D)m_2$. The line for $m_2=-\tfrac12$ minus that for $m_2=+\tfrac12$ is therefore $J+D$, a signed splitting. This refers to signed transition energies; if $\nu_1<0$ (negative $\gamma_1$), the difference of the absolute line frequencies is $-(J+D)$. A spectrum that gives only its magnitude leaves a sign to be settled first. $J$ comes from an isotropic sample and is assumed unchanged; its anisotropy is neglected.

As a test, the full two-spin Hamiltonian was diagonalized for a static pair at $35^\circ$ with $D_{\max}=-40$ kHz, $J=150$ Hz and Larmor frequencies of 400 and 100 MHz. The splitting is $-20110.60$ Hz, equal to $J+D$ to the printed digits. For spins of the same kind the flip-flop terms matter. Their coefficient is $J/2$ from the scalar coupling and $b_d(\tfrac12-\tfrac34\sin^2\theta)=-D/4$ from the dipolar one. With $c=J/2-D/4$ the term $c(I_{1+}I_{2-}+I_{1-}I_{2+})$ mixes only $|+-\rangle$ and $|-+\rangle$. Their energies become $-(J+D)/4\pm C/2$ with $C=\sqrt{(\nu_1-\nu_2)^2+4c^2}$, while $|++\rangle$ and $|--\rangle$ keep $\mp\bar\nu+(J+D)/4$, where $\bar\nu=(\nu_1+\nu_2)/2$. The four lines lie at $\bar\nu\pm C/2\pm(J+D)/2$ with independent signs, so each pair is still split by $J+D$. If $|\nu_1-\nu_2|$ is not large compared with $|c|$, the intensities are unequal and the pairs must be identified with care. For $\nu_1=\nu_2$ the two lines involving the antisymmetric state vanish, and the two through the symmetric state, of energy $-(J+D)/4+c$, are $J+D-2c=3D/2$ apart.

Now let the molecule tumble fast compared with the couplings. Let $\mathbf b$ be the field direction seen from a frame fixed in the molecule. If the molecule is rigid, $\mathbf r_k$ is constant there and only $\mathbf b$ varies. Since $\mathbf r_k^T\mathbf r_k=1$,

$$P_2(\mathbf b\cdot\mathbf r_k)=\tfrac12\left[3(\mathbf r_k^T\mathbf b)(\mathbf b^T\mathbf r_k)-\mathbf r_k^T\mathbf r_k\right]
=\mathbf r_k^T\,\tfrac12(3\mathbf b\mathbf b^T-\mathbf 1)\,\mathbf r_k .$$

Averaging over $\mathbf b$ gives

$$D_k=D_{\max}\,\mathbf r_k^TS\mathbf r_k,\qquad S=\left\langle\tfrac12(3\mathbf b\mathbf b^T-\mathbf 1)\right\rangle .$$

$S$ is symmetric, and its trace is $(3-3)/2=0$. It has five independent elements. Internal motion would break the step in which $\mathbf r_k$ left the average.

## The linear system

Expand $S=\sum_{a=1}^5 s_aE_a$ in traceless symmetric matrices with $\mathrm{tr}(E_aE_b)=\delta_{ab}$. One choice gives, for $\mathbf r=(x,y,z)$, the row $A_a=\mathbf r^TE_a\mathbf r$:

$$\left(\frac{2z^2-x^2-y^2}{\sqrt6},\ \frac{x^2-y^2}{\sqrt2},\ \sqrt2\,xy,\ \sqrt2\,xz,\ \sqrt2\,yz\right).$$

With $d_k=D_k/D_{\max}$ the problem is $A\mathbf s=\mathbf d$, where $A$ is $N\times5$.

The normalization has a purpose. It makes $|\mathbf s|^2=\mathrm{tr}\,S^2$, and a rotation of the molecular frame multiplies $A$ on the right by an orthogonal matrix, which leaves the singular values unchanged. To see what they depend on, note that $A_{ka}=\mathrm{tr}(E_aM_k)$, where $M_k=\mathbf r_k\mathbf r_k^T-\mathbf 1/3$ is traceless. The $E_a$ form a complete orthonormal basis for such matrices, so

$$(AA^T)_{kl}=\mathrm{tr}(M_kM_l)=(\mathbf r_k\cdot\mathbf r_l)^2-\tfrac13-\tfrac13+\tfrac13=(\mathbf r_k\cdot\mathbf r_l)^2-\tfrac13 .$$

Only squared cosines between bonds enter. The diagonal gives the sum rule $\sum_i\sigma_i^2=2N/3$.

## Solution and errors

Write $A=\sum_i\sigma_i\mathbf u_i\mathbf v_i^T$ over the nonzero singular values, with orthonormal $\mathbf u_i$ and orthonormal $\mathbf v_i$. Put $\mathbf s=\sum_ic_i\mathbf v_i+\mathbf s_0$ with $A\mathbf s_0=0$. Then

$$|A\mathbf s-\mathbf d|^2=\sum_i(\sigma_ic_i-\mathbf u_i\cdot\mathbf d)^2+|\mathbf d_\perp|^2,$$

where $\mathbf d_\perp$ is the part of the data outside the span of the $\mathbf u_i$. The minimum is at $c_i=\mathbf u_i\cdot\mathbf d/\sigma_i$. The null part $\mathbf s_0$ has no effect on the misfit, so the solution is unique if and only if the rank is 5. Otherwise $\mathbf s_0=0$ selects the tensor of smallest $\mathrm{tr}\,S^2$, which is a convention and not a measurement.

If the couplings have independent errors of equal standard deviation $\delta$, each $\mathbf u_i\cdot\mathbf d$ has standard deviation $\delta/|D_{\max}|$, because $\mathbf u_i$ has unit length. Different $i$ are uncorrelated, because the $\mathbf u_i$ are orthogonal. Hence

$$\delta c_i=\frac{\delta}{|D_{\max}|\,\sigma_i}.$$

A coupling predicted for a new direction with row $\mathbf a$ then has variance $\delta^2\sum_i(\mathbf a\cdot\mathbf v_i)^2/\sigma_i^2$ at full rank.

For unequal constants $D_{\max,k}$ and errors $\delta_k$, one minimizes $\sum_k(D_k-D_{\max,k}\mathbf a_k\cdot\mathbf s)^2/\delta_k^2$. Row $k$ becomes $D_{\max,k}\mathbf a_k/\delta_k$, the datum becomes $D_k/\delta_k$, and the errors are $1/\sigma_i$. Scaling rows by nonzero factors does not alter the rank.

## Pseudocode

```
input: vectors r[k], couplings D[k], Dmax, delta, tol
for each k:
    normalize r[k] to (x, y, z)
    A[k] = [(2zz-xx-yy)/sqrt6, (xx-yy)/sqrt2,
            sqrt2*xy, sqrt2*xz, sqrt2*yz]
    d[k] = D[k]/Dmax
U, sigma, V = thin SVD of A
keep = all i with sigma[i] > tol*sigma[1]
for i in keep:
    c[i]   = (U[:,i] . d)/sigma[i]
    err[i] = delta/(|Dmax|*sigma[i])
s = sum over keep of c[i]*V[:,i]
S = sum over a of s[a]*E[a]
rank = size(keep)
misfit = |Dmax|*norm(A.s - d)/sqrt(N)
if rank < 5: report S as not determined
return S, err, V, rank, misfit
```

Building $A$ takes a number of operations proportional to $N$. So does the thin decomposition, since the column number is fixed at five. Diagonalizing $S$ afterwards is a $3\times3$ problem.

## When the rank falls

A null vector of $A$ is a nonzero traceless symmetric matrix $Q$ with $\mathbf r_k^TQ\mathbf r_k=0$ for every $k$. The rank is 5 if and only if there is no such $Q$. Geometrically, the bonds must not all lie on one quadratic cone whose matrix has zero trace.

**Parallel vectors.** Parallel and antiparallel vectors have identical rows, so $m$ distinct axes give rank at most $\min(m,5)$. Two distinct axes do give rank 2. Their Gram matrix has diagonal $\tfrac23$ and off-diagonal $g=\cos^2\theta_{12}-\tfrac13$, and it is singular only for $|g|=\tfrac23$. As $g\ge-\tfrac13$, this requires $\cos^2\theta_{12}=1$. A repeated axis is still useful: $n$ measurements along it act as one with error $\delta/\sqrt n$.

**Coplanar vectors.** Let $\mathbf r=\cos\varphi\,\mathbf u+\sin\varphi\,\mathbf v$ in a plane with normal $\mathbf n$. Using $\cos^2\varphi=(1+\cos2\varphi)/2$, $\sin^2\varphi=(1-\cos2\varphi)/2$ and $2\sin\varphi\cos\varphi=\sin2\varphi$,

$$\mathbf r^TS\mathbf r=\frac{S_{uu}+S_{vv}}2+\frac{S_{uu}-S_{vv}}2\cos2\varphi+S_{uv}\sin2\varphi .$$

Only three parameters appear, so the rank is at most 3. They can be chosen freely, since $S_{nn}=-S_{uu}-S_{vv}$ restores zero trace. Three distinct axes fix them if the determinant of the rows $(1,\cos2\varphi_i,\sin2\varphi_i)$ is nonzero. Subtracting the first row from the others gives

$$\Delta=(\cos2\varphi_2-\cos2\varphi_1)(\sin2\varphi_3-\sin2\varphi_1)-(\sin2\varphi_2-\sin2\varphi_1)(\cos2\varphi_3-\cos2\varphi_1).$$

Each difference becomes a product, for example $\cos2\varphi_2-\cos2\varphi_1=-2\sin(\varphi_1+\varphi_2)\sin(\varphi_2-\varphi_1)$ and $\sin2\varphi_3-\sin2\varphi_1=2\cos(\varphi_1+\varphi_3)\sin(\varphi_3-\varphi_1)$. The common factors come out, and what remains is the sine of a difference:

$$\begin{aligned}\Delta&=-4\sin(\varphi_2-\varphi_1)\sin(\varphi_3-\varphi_1)\sin(\varphi_2-\varphi_3)\\&=4\sin(\varphi_2-\varphi_1)\sin(\varphi_3-\varphi_2)\sin(\varphi_3-\varphi_1).\end{aligned}$$

This vanishes only when two axes coincide, so three or more distinct coplanar axes give rank 3. The elements $S_{nu}$ and $S_{nv}$ are lost. The matrices carrying them are orthogonal, in the trace product, to those carrying the other elements, so the minimum-norm solution sets both to zero and keeps the rest correct.

**Perpendicular triple.** For three mutually perpendicular vectors $\sum_k\mathbf r_k\mathbf r_k^T=\mathbf 1$, and the three rows add to zero because each $E_a$ is traceless. The rank is 2, although the axes are distinct and not coplanar.

**Cones.** Place $N\ge5$ vectors at equal azimuthal steps on a cone of half-angle $\beta$, so $\mathbf r=(\sin\beta\cos\varphi,\sin\beta\sin\varphi,\cos\beta)$. The columns of $A$ are

$$\sqrt{\tfrac23}P_2(\cos\beta),\quad \frac{\sin^2\beta}{\sqrt2}\{\cos2\varphi,\sin2\varphi\},\quad \sqrt2\sin\beta\cos\beta\{\cos\varphi,\sin\varphi\}.$$

Products of two columns contain harmonics up to $4\varphi$, whose sums over the $N$ azimuths vanish for $N\ge5$. The columns are therefore orthogonal, and their lengths are the singular values:

$$\sqrt{\tfrac{2N}3}\,|P_2(\cos\beta)|,\qquad \tfrac{\sqrt N}2\sin^2\beta\ (\text{twice}),\qquad \sqrt N\,|\sin\beta\cos\beta|\ (\text{twice}).$$

For $\beta=0$ the vectors are parallel and the rank is 1. At $90^\circ$ it is 3. At the magic angle, $\cos^2\beta=\tfrac13$, the first value vanishes and the rank is 4. At other angles it is 5. All these cases were tested with $N=7$.

The formula also shows how the failures are approached. At a small tilt $\varepsilon$ from the plane, two singular values are about $\sqrt N\varepsilon$. In a narrow bundle, two are about $\sqrt N\beta$ and two fall as $\sqrt N\beta^2/2$, so a nearly parallel set loses information faster than a nearly planar one.

## Inversion leaves no trace

Replacing $\mathbf r_k$ by $-\mathbf r_k$ leaves $\mathbf r_k^TS\mathbf r_k$ unchanged for every $S$. It can be done separately for each vector, so $2^N$ sign patterns share the same matrix $A$, data, misfit and tensor. A search over these signs has nothing to find, and a second alignment medium cannot help, since the statement holds for any $S$. It concerns the sign of a vector with all other vectors held fixed. In a molecule, moving an atom so as to invert its bond also changes its vectors to other spins, and couplings of those pairs can reveal the move.

Reflection of the whole structure is hidden too. If $R$ is the reflection matrix, $(R\mathbf r)^T(RSR)(R\mathbf r)=\mathbf r^TS\mathbf r$, because $R^2=\mathbf 1$. A structure and its mirror image fit one set of couplings equally well.

Reflecting a single vector in a plane is different, since it generally changes that vector's angles to the others. It can show up as a misfit only if $N$ exceeds the rank of the matrix built from the reflected set. If five vectors still have rank 5 after the reflection, any data are fitted; if the reflection lowers their rank, a misfit can appear.

## Worked example

The model has $D_{\max}=-40$ kHz for every pair and $\delta=0.5$ Hz. Field directions follow a distribution proportional to $\exp(\mathbf b^TK\mathbf b)$, with the small matrix $K$ listed in the numerical output. The couplings were computed by averaging $P_2(\mathbf b\cdot\mathbf r_k)$ directly, without a tensor:

- $(0,0,1)$: $-39.97$ Hz
- $(1,0,1)$: $-19.94$ Hz
- $(0,1,1)$: $-23.98$ Hz
- $(1,1,0)$: $-3.96$ Hz
- $(1,2,2)$: $-28.39$ Hz
- $(2,-1,2)$: $18.66$ Hz

The directions are given before normalization. The fit returns

$$S=10^{-3}\begin{pmatrix}0.798&0.599&-0.400\\0.599&-1.797&0.999\\-0.400&0.999&0.999\end{pmatrix},$$

which agrees with the definition of $S$ to rounding error. For $(1,0,1)/\sqrt2$ it gives $\mathbf r^TS\mathbf r=(S_{xx}+S_{zz})/2+S_{xz}=(0.8985-0.400)\times10^{-3}$, and multiplication by $-40000$ Hz gives $-19.9$ Hz, as it should.

With $|S_{xx}|\le|S_{yy}|\le|S_{zz}|$, the principal values are $0.871$, $1.403$ and $-2.274$, in units of $10^{-3}$. The asymmetry is $(S_{xx}-S_{yy})/S_{zz}=(0.871-1.403)/(-2.274)=0.234$.

**Errors.** The singular values are 1.228, 1.144, 0.910, 0.578 and 0.148. Their squares add to 4.00, as the sum rule requires for $N=6$. Since $\delta/|D_{\max}|=1.25\times10^{-5}$, the error along the weakest direction is $1.25\times10^{-5}/0.1477=8.5\times10^{-5}$, against $1.0\times10^{-5}$ along the strongest. Simulated noise gives the same five errors within 1%. The size of the tensor, $\sqrt{\mathrm{tr}\,S^2}$, is $2.8\times10^{-3}$ from the principal values, so the weakest component is uncertain by about 3% of it. If the six directions are exact, this set determines the tensor. Errors of the directions are amplified by the same small singular value: random errors of $1^\circ$ rms shift the weakest component by a median of about 5% of the tensor size, and errors of $5^\circ$ by about 27%, while the median misfit stays near 0.4 and 1.8 Hz.

**Inversion and reflection.** All 64 sign patterns return the same tensor. Changing $(1,2,2)$ to $(1,2,-2)$ while keeping the data raises the rms misfit from rounding error to 7.4 Hz, about fifteen times $\delta$.

**Parallel vectors.** The first five vectors have rank 5. Replacing the fifth by the negative of the second gives rank 4; adding that negative as a sixth vector leaves rank 5.

**A plane.** Six vectors at $0^\circ$, $25^\circ$, $60^\circ$, $100^\circ$, $130^\circ$ and $155^\circ$ lie in the plane of $\mathbf u=(2,1,-2)/3$ and $\mathbf v=(2,-2,1)/3$, with normal $\mathbf n=(1,2,2)/3$. The rank is 3 and the misfit is zero to rounding. The lost elements are $S_{nu}=-0.6445\times10^{-3}$ and $S_{nv}=0.8869\times10^{-3}$. For a bond along $z$, whose components on $\mathbf u,\mathbf v,\mathbf n$ are $-\tfrac23,\tfrac13,\tfrac23$, the missing term is

$$2\cdot\tfrac23\left[-\tfrac23(-0.6445)+\tfrac13(0.8869)\right]10^{-3}=0.967\times10^{-3},$$

or $-38.7$ Hz. This is the gap between the true $-39.97$ Hz and the predicted $-1.29$ Hz.

## Stability and choice of threshold

Normal equations use $A^TA$, whose eigenvalues are $\sigma_i^2$, and so square the condition number. In the example it would rise from $1.228/0.148=8.3$ to about 69. That is harmless here, but near a degeneracy the decomposition of $A$ itself is preferable, and it also names the weak directions.

Two thresholds should be kept apart. A relative cutoff such as $10^{-10}$ finds algebraic degeneracy in the presence of rounding. It does not recognize a degeneracy blurred by imperfect coordinates. Suppose seven vectors are truly coplanar but coordinate errors place them on a cone tilted by $10^{-3}$ rad. Two singular values are then about $\sqrt7\times10^{-3}=2.6\times10^{-3}$, and the computed rank is 5. The two corresponding errors are $1.25\times10^{-5}/(2.6\times10^{-3})\approx5\times10^{-3}$, larger than the whole tensor of the example. Even for a real tilt of $2^\circ$, a cone at $88^\circ$, the error is $1.4\times10^{-4}$, about ten times the $1.3\times10^{-5}$ that an equal division of the sum rule would give ($\sigma_i^2=14/15$).

The second threshold is therefore physical: compare each $\delta c_i$ with the tensor size that matters. It counts coupling errors only and can itself be passed by a blurred degeneracy. If the seven coplanar vectors lie in the plane of the example and the model places them on a cone at $87^\circ$, then $\delta c_i$ is $9\times10^{-5}$, about 3% of the tensor. The true data contain no $\cos\varphi$ or $\sin\varphi$ term, so the misfit is zero and $S_{nu}$ and $S_{nv}$ are fitted as zero, an error of $\sqrt2\,(0.6445^2+0.8869^2)^{1/2}\times10^{-3}=1.55\times10^{-3}$, or 55% of the tensor. A small singular value should therefore be trusted only if it exceeds what the uncertainty of the bond directions could produce, here about $\sqrt N\varepsilon$. Dropping direction $i$ replaces the variance $(\delta c_i)^2$ by the squared bias $(\mathbf v_i\cdot\mathbf s)^2$. It lowers the mean square error only if the true component is smaller than its error. A dropped component should be reported as unknown, not as zero.

If one direction $\mathbf v_5$ is null or weak, form $Q=\sum_a(\mathbf v_5)_aE_a$ and evaluate $|\mathbf r^TQ\mathbf r|$ for the bonds not yet measured. With only four couplings the thin decomposition returns four columns of $V$, and $\mathbf v_5$ is the unit vector orthogonal to them; a full decomposition supplies it. At rank 4, any bond with a nonzero value completes the rank. For its row $\mathbf a$, $\mathbf r^TQ\mathbf r=\mathbf a\cdot\mathbf v_5$, and the new datum $d$ gives $c_5=\left(d-\sum_{i\le4}(\mathbf a\cdot\mathbf v_i)c_i\right)/(\mathbf a\cdot\mathbf v_5)$. Its variance is $(\delta/D_{\max})^2\left[1+\sum_{i\le4}(\mathbf a\cdot\mathbf v_i)^2/\sigma_i^2\right]/(\mathbf a\cdot\mathbf v_5)^2$, so the best bond combines a large value with little weight on the weaker of the other directions. If every available bond gives exactly zero, further couplings from this rigid fragment cannot determine the tensor. A second medium does not help, since its own tensor is undetermined along the same direction. If the values are small but not zero, the variance above shows whether a new coupling is worth measuring. If $\mathbf v_5$ is weak rather than null, the earlier couplings already give $c_5$ with variance $(\delta c_5)^2$. This estimate is independent of the one from the new coupling, because the errors of different $c_i$ are uncorrelated. The inverse variances of the two estimates then add, and the new coupling is worth measuring only if the combined error is usefully smaller than $\delta c_5$. Until the error is acceptable, only the components along the well-determined $\mathbf v_i$ should be used.

## Table of computed values

```
D_max = -40000 Hz; coupling error = 0.5 Hz
Two-spin test: J = 150 Hz, angle = 35 deg
  Larmor: 400 and 100 MHz
  splitting, full Hamiltonian: -20110.60 Hz
  splitting, J + D:            -20110.60 Hz
K (units 1e-3), rows:
  4.0 3.0 -2.0
  3.0 -9.0 5.0
  -2.0 5.0 5.0
Vector (before normalization) and coupling in Hz:
  [0, 0, 1]  -39.972
  [1, 0, 1]  -19.937
  [0, 1, 1]  -23.983
  [1, 1, 0]  -3.957
  [1, 2, 2]  -28.391
  [2, -1, 2]  18.658
Singular values of A: 1.2277 1.1439 0.9102 0.5779 0.1477
Fitted S (units 1e-3), rows:
  0.7979 0.5986 -0.4002
  0.5986 -1.7972 0.9985
  -0.4002 0.9985 0.9993
Largest |S_fit - S_definition|: 3.8e-16
Principal Sxx Syy Szz (1e-3): 0.8705 1.4032 -2.2736
Asymmetry (Sxx-Syy)/Szz: 0.2343
Errors along singular directions (1e-5):
  formula:   1.018 1.093 1.373 2.163 8.462
  simulated: 1.021 1.092 1.363 2.165 8.446
Inversion patterns tested: 64
  largest change of S: 0.0e+00
One vector reflected (z -> -z): rms misfit 7.36 Hz
Rank, first five vectors: 5
Rank, fifth replaced by minus second: 4
Rank, five plus minus second: 5
Rank, perpendicular triple: 2
Rank, six coplanar vectors: 3
  angles in plane (deg): 0 25 60 100 130 155
  couplings (Hz): -31.08 -46.85 0.72 71.00 63.13 17.04
  largest misfit in plane: 2.8e-12 Hz
  lost S_nu, S_nv (1e-3): -0.6445 0.8869
  coupling along z, true: -39.97 Hz
  coupling along z, predicted: -1.29 Hz
Cones of 7 vectors: angle (deg), rank, singular values
  0.00  1  2.1602 0.0000 0.0000 0.0000 0.0000
  30.00  5  1.3502 1.1456 1.1456 0.3307 0.3307
  54.74  4  1.2472 1.2472 0.8819 0.8819 0.0000
  88.00  5  1.3213 1.3213 1.0762 0.0923 0.0923
  90.00  3  1.3229 1.3229 1.0801 0.0000 0.0000
Weakest-direction error at 88 deg (1e-5): 13.55
```
